\section*{Spin balance of the exchange torque in a Rashba ferromagnet, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one Bloch state to the local balance}

\subsection{Result and conventions}

In a steady state, the torque that conduction electrons exert on the magnetization of a Rashba ferromagnet is
\begin{equation}
\mathbf T=\frac{\Delta}{2}\,\mathbf n\times\boldsymbol\Sigma
=-\partial_i\mathbf Q_i+\mathbf T_{\rm so}.
\label{result}
\end{equation}
The first term on the right is the spin current absorbed per unit area of film. The second is the torque of the spin-orbit coupling on the electron spins. Written as
\begin{equation}
-\partial_i\mathbf Q_i=\mathbf T+(-\mathbf T_{\rm so}),
\label{shared}
\end{equation}
the same equation says that the absorbed spin current is shared between the magnetization and a spin-orbit sink. Either share can be negative: the sink may act as a source.

The electrons move in a film with normal $\hat{\mathbf z}$, and the repeated index $i$ runs over $x,y$. With $k_i=-i\partial_i$ and $c=\hbar^2/2m$, the Hamiltonian is
\begin{equation}
H=ck^2+U(\mathbf r)+\tfrac12\{\alpha(\mathbf r),\sigma_xk_y-\sigma_yk_x\}
-\tfrac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n(\mathbf r).
\label{H}
\end{equation}
The anticommutator keeps $H$ Hermitian where the Rashba parameter $\alpha$ varies. The unit vector $\mathbf n$ is the direction of the local angular momentum that carries the magnetism. For electron spins the magnetic moment is opposite to the angular momentum, so the magnetization is $\mathbf M=-M_s\mathbf n$. Using $\mathbf n$ lets every torque below be read as a rate of change of angular momentum, without a further sign.

For a spinor $\psi$ define
\begin{equation}
\rho=\psi^\dagger\psi,\qquad
\Sigma_a=\psi^\dagger\sigma_a\psi,\qquad
K_{ia}={\rm Im}\,\psi^\dagger\sigma_a\partial_i\psi .
\end{equation}
The spin density is $\mathbf s=(\hbar/2)\boldsymbol\Sigma$.

\subsection{Simplest case: one Bloch state}

Let $\alpha$ and $\mathbf n$ be uniform and $U=0$. A plane wave with wavevector $\mathbf k$ has the spin Hamiltonian $ck^2+\mathbf b\cdot\boldsymbol\sigma$, where
\begin{equation}
\mathbf b=\alpha(k_y,-k_x,0)-\tfrac{\Delta}{2}\mathbf n .
\end{equation}
The Heisenberg equation and $[\sigma_b,\sigma_a]=2i\epsilon_{bac}\sigma_c$ give
\begin{equation}
\frac{d\sigma_a}{dt}=\frac{i}{\hbar}\,b_b[\sigma_b,\sigma_a]
=-\frac{2}{\hbar}\epsilon_{bac}b_b\sigma_c
=\frac{2}{\hbar}(\mathbf b\times\boldsymbol\sigma)_a .
\end{equation}
Multiplication by $\hbar/2$ gives $d\mathbf s/dt=\mathbf b\times\boldsymbol\Sigma$. The exchange part of this torque on the electrons is $-(\Delta/2)\mathbf n\times\boldsymbol\Sigma$.

The reaction on the local moment follows from the exchange energy $E=-(\Delta/2)\mathbf n\cdot\boldsymbol\Sigma$. Turn $\mathbf n$ by a small angle $d\varphi$ about a unit vector $\mathbf e$, so that $d\mathbf n=d\varphi\,\mathbf e\times\mathbf n$. The torque about $\mathbf e$ is
\begin{equation}
\mathbf e\cdot\mathbf T=-\frac{dE}{d\varphi}
=\frac{\Delta}{2}\boldsymbol\Sigma\cdot(\mathbf e\times\mathbf n)
=\mathbf e\cdot\Big(\frac{\Delta}{2}\mathbf n\times\boldsymbol\Sigma\Big).
\end{equation}
Since $\mathbf e$ is arbitrary, $\mathbf T=(\Delta/2)\mathbf n\times\boldsymbol\Sigma$, equal and opposite to the exchange torque on the electrons.

The Rashba part of $\mathbf b\times\boldsymbol\Sigma$ is
\begin{equation}
\mathbf T_{\rm so}=\alpha(k_y,-k_x,0)\times\boldsymbol\Sigma
=\alpha\,(-k_x\Sigma_z,\,-k_y\Sigma_z,\,k_x\Sigma_x+k_y\Sigma_y).
\label{Tsobloch}
\end{equation}
In an eigenstate $\boldsymbol\Sigma$ is parallel or antiparallel to $\mathbf b$, so $\mathbf b\times\boldsymbol\Sigma=0$. Therefore
\begin{equation}
-\mathbf T+\mathbf T_{\rm so}=0,\qquad \mathbf T=\mathbf T_{\rm so}.
\label{uniform}
\end{equation}
A uniform state has no spin-current divergence. All of the torque on the magnetization is supplied by spin-orbit coupling.

Take $\mathbf n=\hat{\mathbf z}$ as a check. Let $\beta=|\mathbf b|=\sqrt{\alpha^2k^2+\Delta^2/4}$. The lower band has
\begin{equation}
\boldsymbol\Sigma=-\frac{\mathbf b}{\beta}
=\frac1\beta\Big(-\alpha k_y,\ \alpha k_x,\ \frac{\Delta}{2}\Big).
\end{equation}
The exchange expression gives
\begin{equation}
\mathbf T=\frac{\Delta}{2}(-\Sigma_y,\Sigma_x,0)
=-\frac{\alpha\Delta}{2\beta}(k_x,k_y,0),
\label{band}
\end{equation}
and (\ref{Tsobloch}) gives the same vector, since $\Sigma_z=\Delta/2\beta$ and $k_x\Sigma_x+k_y\Sigma_y=0$. For $\alpha k\ll\Delta/2$ the torque tends to $-\alpha\mathbf k$, independent of $\Delta$. For $\Delta\to0$ it vanishes, as it must when nothing couples the electron to the moment. In the upper band $\boldsymbol\Sigma$ and the torque have the opposite sign, so the two bands partly cancel in a current.

\subsection{The other simple case: a spin current without Rashba coupling}

Now set $\alpha=0$ and let an electron move along $x$ through a uniform magnet with $\mathbf n=\hat{\mathbf z}$. At energy $E$ the two spin components have different wavenumbers,
\begin{equation}
ck_\uparrow^2-\frac\Delta2=E=ck_\downarrow^2+\frac\Delta2,
\qquad c(k_\downarrow^2-k_\uparrow^2)=-\Delta .
\label{ks}
\end{equation}
Superpose them so that the spin points along $x$ at $x=0$:
\begin{equation}
\psi=\frac1{\sqrt2}\begin{pmatrix}e^{ik_\uparrow x}\\ e^{ik_\downarrow x}\end{pmatrix},
\qquad q=k_\downarrow-k_\uparrow,\qquad \bar k=\tfrac12(k_\uparrow+k_\downarrow).
\end{equation}
Direct multiplication gives $\Sigma_x=\cos qx$ and $\Sigma_y=\sin qx$. For the spin current of the $x$ component,
\begin{align}
K_{xx}&={\rm Im}\,\tfrac12\big(ik_\downarrow e^{iqx}+ik_\uparrow e^{-iqx}\big)
=\bar k\cos qx,\\
K_{xy}&={\rm Im}\,\tfrac12\big(k_\downarrow e^{iqx}-k_\uparrow e^{-iqx}\big)
=\bar k\sin qx .
\end{align}
The velocity is $\hbar k/m$ and the spin is $\hbar/2$, so the spin current is $Q_{xa}=(\hbar^2/2m)K_{xa}=cK_{xa}$. By (\ref{ks}), $c\bar kq=\frac c2(k_\downarrow^2-k_\uparrow^2)=-\Delta/2$. Hence
\begin{equation}
-\partial_xQ_{xx}=c\bar kq\sin qx=-\frac\Delta2\sin qx,\qquad
-\partial_xQ_{xy}=-c\bar kq\cos qx=\frac\Delta2\cos qx .
\end{equation}
These are the $x$ and $y$ components of $(\Delta/2)\hat{\mathbf z}\times\boldsymbol\Sigma$. Here the spin current supplies all of the torque: the spin precesses, its flux changes along the path, and the moment takes the difference.

The two cases are the two ends of (\ref{result}). The general case must contain both, and must also fix what happens where $\alpha$ varies.

\subsection{General spinor: kinetic term}

From $i\hbar\,\partial_t\psi=H\psi$ and its Hermitian conjugate,
\begin{equation}
\partial_ts_a=\frac\hbar2\cdot\frac1{i\hbar}
\big[\psi^\dagger\sigma_aH\psi-(H\psi)^\dagger\sigma_a\psi\big]
=\frac1{2i}\big[\psi^\dagger\sigma_aH\psi-(H\psi)^\dagger\sigma_a\psi\big].
\label{rate}
\end{equation}
The real scalar $U$ contributes $U\Sigma_a-U\Sigma_a=0$. A spin-independent potential, however rough, does not appear in the local spin balance. It acts through the wavefunction.

The kinetic term contributes
\begin{align}
-\frac{c}{2i}\big[\psi^\dagger\sigma_a\partial_i^2\psi-(\partial_i^2\psi)^\dagger\sigma_a\psi\big]
&=-\frac{c}{2i}\,\partial_i\big[\psi^\dagger\sigma_a\partial_i\psi-(\partial_i\psi)^\dagger\sigma_a\psi\big]\nonumber\\
&=-\partial_i(cK_{ia}).
\label{kin}
\end{align}
In the first line the products of first derivatives cancel. In the second, the bracket is a number minus its complex conjugate, which equals $2iK_{ia}$.

\subsection{General spinor: Rashba term}

Write the Rashba term as $\frac12\{\alpha,k_i\}A_i$ with
\begin{equation}
A_x=-\sigma_y,\qquad A_y=\sigma_x,\qquad A_i=A_i^a\sigma_a .
\end{equation}
The nonzero components are $A_x^y=-1$ and $A_y^x=1$. Acting on $\psi$,
\begin{equation}
H_R\psi=-i\alpha A_i\partial_i\psi-\tfrac i2(\partial_i\alpha)A_i\psi .
\end{equation}
Insertion in (\ref{rate}) gives
\begin{equation}
-\frac\alpha2\big[\psi^\dagger\sigma_aA_i\partial_i\psi+(\partial_i\psi)^\dagger A_i\sigma_a\psi\big]
-\frac14(\partial_i\alpha)\,\psi^\dagger\{\sigma_a,A_i\}\psi .
\label{Rraw}
\end{equation}
The Pauli products are
\begin{equation}
\sigma_aA_i=A_i^a+i\epsilon_{abc}A_i^b\sigma_c,\qquad
A_i\sigma_a=A_i^a-i\epsilon_{abc}A_i^b\sigma_c,
\end{equation}
so $\{\sigma_a,A_i\}=2A_i^a$. The square bracket in (\ref{Rraw}) becomes
\begin{align}
&A_i^a\big[\psi^\dagger\partial_i\psi+(\partial_i\psi)^\dagger\psi\big]
+i\epsilon_{abc}A_i^b\big[\psi^\dagger\sigma_c\partial_i\psi-(\partial_i\psi)^\dagger\sigma_c\psi\big]\nonumber\\
&\qquad=A_i^a\partial_i\rho-2\epsilon_{abc}A_i^bK_{ic}.
\end{align}
The last term follows because the second square bracket equals $2iK_{ic}$, and $i(2iK_{ic})=-2K_{ic}$. Collecting terms,
\begin{align}
\partial_ts_a\big|_R
&=-\tfrac12\alpha A_i^a\partial_i\rho-\tfrac12(\partial_i\alpha)A_i^a\rho
+\alpha\epsilon_{abc}A_i^bK_{ic}\nonumber\\
&=-\partial_i\big(\tfrac12\alpha A_i^a\rho\big)+\alpha\epsilon_{abc}A_i^bK_{ic}.
\label{R}
\end{align}
The gradient of $\alpha$ has gone entirely into the divergence. The first term adds to the spin current, because the Rashba coupling changes the velocity operator. The second is the torque. With the components of $A_i$,
\begin{align}
Q_{ia}&=cK_{ia}+\tfrac12\alpha A_i^a\rho, \label{Q}\\
\mathbf T_{\rm so}&=\alpha\,(-K_{xz},\,-K_{yz},\,K_{xx}+K_{yy}). \label{Tso}
\end{align}
For a plane wave $K_{ia}=k_i\Sigma_a$, and (\ref{Tso}) returns to (\ref{Tsobloch}).

\subsection{Exchange term and steady state}

The exchange term has no derivatives. Its contribution is
\begin{equation}
\frac1{2i}\Big(-\frac\Delta2\Big)n_b\,\psi^\dagger[\sigma_a,\sigma_b]\psi
=-\frac\Delta2\epsilon_{abc}n_b\Sigma_c=-T_a .
\end{equation}
The sum of all terms is the spin-continuity equation
\begin{equation}
\partial_t\mathbf s+\partial_i\mathbf Q_i=\mathbf T_{\rm so}-\mathbf T .
\label{cont}
\end{equation}
It is linear in the bilinear densities, so it also holds after a sum over states with any occupations. Electron-electron repulsion and scalar electron-phonon coupling depend on electron positions. They commute with the local spin-density operator and add no term. This treats the local moment as a separate object. In an itinerant magnet such as cobalt, $\Delta$ is itself the mean field of the repulsion, and $\mathbf T$ is then a transfer between the current-carrying electrons and the rest of the same electron system. Setting $\partial_t\mathbf s=0$ gives (\ref{result}).

The steady state must be one of the spin density, with $\mathbf n$ fixed or moving slowly compared with the electrons. A magnetic impurity, or an impurity with its own spin-orbit coupling, adds a further term $\mathbf R$ to the rate of change of the electron spin, and the balance becomes $\mathbf T=-\partial_i\mathbf Q_i+\mathbf T_{\rm so}+\mathbf R$. Impurity spin-orbit coupling also changes the electron velocity, so part of its $\mathbf R$ is the divergence of an extra spin current and not a torque. In a time-dependent state, $-\partial_t\mathbf s$ also stands on the right.

Two limits test the general form. Projection on $\mathbf n$ removes the exchange torque:
\begin{equation}
\mathbf n\cdot\partial_i\mathbf Q_i=\mathbf n\cdot\mathbf T_{\rm so}.
\end{equation}
Spin along $\mathbf n$ can therefore be lost from a current through spin-orbit coupling without turning the magnetization. In the second limit $\alpha=0$ and $\mathbf n$ varies slowly enough for the spins to follow it. To leading order in the gradient $\mathbf Q_i=(\hbar/2)j^s_i\mathbf n$, where $j^s_i$ is the difference of majority and minority particle currents. If $\partial_ij^s_i=0$, then $\mathbf T=-(\hbar/2)(j^s_i\partial_i)\mathbf n$. This is perpendicular to $\mathbf n$, as an exchange torque must be.

\section{What the sink is, and a strip that uses both terms}

\subsection{Symbols and results carried over}

The film lies in the $xy$ plane. The local angular momentum points along $\mathbf n$, the exchange splitting is $\Delta$, the Rashba parameter is $\alpha$, and $c=\hbar^2/2m$. For a spinor $\psi$, $\boldsymbol\Sigma=\psi^\dagger\boldsymbol\sigma\psi$, $\rho=\psi^\dagger\psi$ and $K_{ia}={\rm Im}\,\psi^\dagger\sigma_a\partial_i\psi$. The steady balance is $\mathbf T=(\Delta/2)\mathbf n\times\boldsymbol\Sigma=-\partial_i\mathbf Q_i+\mathbf T_{\rm so}$. The spin current and spin-orbit torque are (\ref{Q}) and (\ref{Tso}), with nonzero coefficients $A_x^y=-1$ and $A_y^x=1$.

\subsection{The spin current fixes the spin-orbit torque}

The torque (\ref{Tso}) contains $K_{xz},K_{yz},K_{xx}$ and $K_{yy}$. For these four components $A_i^a=0$, so $K_{ia}=Q_{ia}/c$. With $k_{\rm so}=m\alpha/\hbar^2=\alpha/2c$,
\begin{equation}
\mathbf T_{\rm so}=2k_{\rm so}\,(-Q_{xz},\,-Q_{yz},\,Q_{xx}+Q_{yy}).
\label{cov}
\end{equation}
A current of $z$ spin along $x$ is thus turned into $x$ spin at a rate set by $2k_{\rm so}$. The spin-orbit torque and the divergence are two effects of the same current.

The split between them depends on a definition. For any $\mathbf P_i$, the replacements
\begin{equation}
\mathbf Q_i\to\mathbf Q_i+\mathbf P_i,\qquad
\mathbf T_{\rm so}\to\mathbf T_{\rm so}+\partial_i\mathbf P_i
\end{equation}
leave $-\partial_i\mathbf Q_i+\mathbf T_{\rm so}$ unchanged. The shares quoted below belong to the symmetrized current (\ref{Q}). The exchange torque does not depend on this choice.

For steady states without magnetic or spin-orbit impurities, this part has shown that the torque on the magnetization is the absorbed spin current plus the spin-orbit torque, and that the spin current itself fixes the latter. It remains to say where the angular momentum given to the spin-orbit sink goes, and to evaluate both terms for a strip between normal leads.
